# Regenerative Turn-On of a Thyristor with Avalanche Multiplication

A thyristor has four layers, p1–n1–p2–n2, between anode and cathode, with a gate contact on p2. In the forward blocking state the outer junctions J1 (p1/n1) and J3 (n2/p2) are forward biased, and the central junction J2 (n1/p2) carries almost the whole voltage $V$ in reverse. The p1–n1–p2 layers form a pnp transistor and the n2–p2–n1 layers an npn transistor, with J2 as their common collector.

All currents are densities in a one-dimensional device. The anode current $J_A$ enters at p1, the gate current $J_G$ enters at p2, and the cathode current is $J_K=J_A+J_G$. The voltage on J2 is held fixed unless stated otherwise.

## (a) Two constant gains

*J1 injects holes, and a fraction $\alpha_1$ of $J_A$ arrives at J2 as holes. J3 injects electrons, and a fraction $\alpha_2$ of $J_K$ arrives at J2 as electrons. Thermal generation in J2 adds $J_0$. Without avalanche and with constant gains, find $J_A$ and the limit of the blocking state.*

**Solution.** Holes moving towards the cathode and electrons moving towards the anode carry conventional current in the same direction, so the three contributions add. In steady state their sum is the anode current:

$$J_A=\alpha_1J_A+\alpha_2(J_A+J_G)+J_0 .$$

Collecting the terms in $J_A$ gives

$$J_A=\frac{\alpha_2J_G+J_0}{1-\alpha_1-\alpha_2}.$$

The current diverges as $\alpha_1+\alpha_2\to1$. The reason is feedback: the collector current of each transistor is base current for the other. With $\beta_i=\alpha_i/(1-\alpha_i)$, one trip around the loop multiplies a base current by $\beta_1\beta_2$. Unit loop gain means

$$\alpha_1\alpha_2=(1-\alpha_1)(1-\alpha_2)=1-\alpha_1-\alpha_2+\alpha_1\alpha_2 ,$$

which is again $\alpha_1+\alpha_2=1$.

## (b) Gains that depend on current

*Let the collected currents be $C_1(J_A)=\alpha_1J_A$ and $C_2(J_K)=\alpha_2J_K$, with gains that vary with current. Which gains now decide where the blocking state ends?*

**Solution.** The balance is $J_A=C_1(J_A)+C_2(J_A+J_G)+J_0$. Change the gate current slightly at fixed $V$ and define the small-signal gains

$$\tilde\alpha_i=\frac{dC_i}{dJ}=\alpha_i+J\frac{d\alpha_i}{dJ},$$

where $J$ is the emitter current of transistor $i$. Then

$$dJ_A=\tilde\alpha_1dJ_A+\tilde\alpha_2(dJ_A+dJ_G)
\quad\Rightarrow\quad
\frac{dJ_A}{dJ_G}=\frac{\tilde\alpha_2}{1-\tilde\alpha_1-\tilde\alpha_2}.$$

The response diverges at $\tilde\alpha_1+\tilde\alpha_2=1$. If the gains rise with current, $\tilde\alpha_i>\alpha_i$, and this point comes while the sum of the dc gains is still below one. The two criteria agree when the gains are constant.

## (c) Multiplication in the blocking junction

*Let the depletion layer of J2 extend from $x=0$ at n1 to $x=W$ at p2. Per unit path, a hole creates $a_p(x)$ pairs and an electron $a_n(x)$ pairs. Thermal generation contributes $g$ per unit length, in current units. Find the total current when $C_1$ enters as holes at $x=0$ and $C_2$ enters as electrons at $x=W$.*

**Solution.** The field points from n1 to p2, so holes drift towards $+x$ and electrons towards $-x$. Each created pair adds to the hole current downstream:

$$\frac{dJ_p}{dx}=a_pJ_p+a_nJ_n+g,\qquad J_p+J_n=J_A .$$

Substituting $J_n=J_A-J_p$ gives

$$\frac{dJ_p}{dx}-(a_p-a_n)J_p=a_nJ_A+g .$$

Let $\phi(x)=\int_0^x(a_p-a_n)\,dx'$. Multiplication by $e^{-\phi}$ turns the left side into $d(J_pe^{-\phi})/dx$. The boundary values are $J_p(0)=C_1$ and $J_p(W)=J_A-C_2$. Integrating across the layer,

$$(J_A-C_2)e^{-\phi(W)}-C_1=J_A\int_0^Wa_ne^{-\phi}dx+g\int_0^We^{-\phi}dx .$$

Move the terms in $J_A$ to the left:

$$J_A\left[e^{-\phi(W)}-\int_0^Wa_ne^{-\phi}dx\right]=C_1+e^{-\phi(W)}C_2+g\int_0^We^{-\phi}dx .$$

The bracket simplifies because $(a_p-a_n)e^{-\phi}=-d(e^{-\phi})/dx$, so that

$$\int_0^W(a_p-a_n)e^{-\phi}dx=1-e^{-\phi(W)} .$$

The bracket is therefore

$$D=1-\int_0^Wa_pe^{-\phi}dx ,$$

and the result is

$$J_A=M_pC_1+M_nC_2+J_{\rm gen},$$

$$M_p=\frac1D,\qquad M_n=\frac{e^{-\phi(W)}}D,\qquad J_{\rm gen}=\frac gD\int_0^We^{-\phi}dx .$$

The ratio $M_n/M_p=\exp\int_0^W(a_n-a_p)dx$ shows that the carrier that ionizes more strongly is multiplied more. The junction itself breaks down at $D=0$.

## (d) The modified condition

*Find the new limit of the blocking state, its form for equal ionization coefficients, and its meaning on the voltage–current curve.*

**Solution.** At fixed $V$ the multiplication factors are constants. Differentiating as in (b),

$$\frac{dJ_A}{dJ_G}=\frac{M_n\tilde\alpha_2}{1-S},\qquad S=M_p\tilde\alpha_1+M_n\tilde\alpha_2 .$$

The turn-on condition is

$$\boxed{M_p\tilde\alpha_1+M_n\tilde\alpha_2=1}$$

Multiplying by $D$ gives an additive form:

$$\tilde\alpha_1+e^{-\phi(W)}\tilde\alpha_2+\int_0^Wa_pe^{-\phi}dx=1 .$$

Ionization thus supplies part of the feedback that the transistors would otherwise have to provide. Three limits follow.

- Without ionization, $M_p=M_n=1$ and the result of (b) returns.
- For $a_p=a_n=a$, $\phi=0$ and both factors equal $M=1/(1-\int a\,dx)$. The condition becomes $M(\tilde\alpha_1+\tilde\alpha_2)=1$. For unequal coefficients, each gain needs its own factor.
- For $\tilde\alpha_2\to0$, the condition is $M_p\tilde\alpha_1=1$, the breakdown of the pnp transistor with open base. It comes before $D=0$, because $\tilde\alpha_1>0$.

Now hold $J_G$ fixed and let $V$ vary. Write $F(J_A,V)$ for the right side of the balance in (c). Then

$$dJ_A=S\,dJ_A+\frac{\partial F}{\partial V}dV
\quad\Rightarrow\quad
\frac{dV}{dJ_A}=\frac{1-S}{\partial F/\partial V}.$$

Where $\partial F/\partial V>0$ and $S$ rises through one with current, $V$ passes through a maximum. With zero gate current this maximum is the breakover voltage.

## (e) Does the current really grow?

*A diverging static response does not by itself prove regeneration. Follow small changes $c_1,c_2$ of the collected currents in time, at fixed $V$ and $J_G$.*

**Solution.** Let the stored base charges change by $q_1=t_1c_1$ and $q_2=t_2c_2$, with storage times $t_i>0$. Assume that avalanche and drift through J2 are fast compared with these times, and that base losses follow the stored charge without delay.

The current through J2 changes by $j=M_pc_1+M_nc_2$. At the n1 edge, $c_1$ of this is hole current, so n1 receives the electron current $j-c_1$. In steady state an emitter current $c_1/\tilde\alpha_1$ accompanies $c_1$, so the base loss is $c_1/\tilde\alpha_1-c_1$. The same count holds at p2. Gain minus loss is

$$\frac{dq_1}{dt}=j-\frac{c_1}{\tilde\alpha_1},\qquad
\frac{dq_2}{dt}=j-\frac{c_2}{\tilde\alpha_2}.$$

With $c_i=q_i/t_i$, the rate matrix is

$$A=\begin{pmatrix}(M_p-1/\tilde\alpha_1)/t_1&M_n/t_2\\ M_p/t_1&(M_n-1/\tilde\alpha_2)/t_2\end{pmatrix}.$$

In its determinant the products $M_pM_n$ cancel:

$$\det A=\frac{1}{t_1t_2}\left[\frac1{\tilde\alpha_1\tilde\alpha_2}-\frac{M_p}{\tilde\alpha_2}-\frac{M_n}{\tilde\alpha_1}\right]
=\frac{1-S}{\tilde\alpha_1\tilde\alpha_2t_1t_2}.$$

The off-diagonal elements are positive, so both eigenvalues are real. If $S<1$, then $M_p\tilde\alpha_1<1$ and $M_n\tilde\alpha_2<1$. Both diagonal elements are negative, the determinant is positive, and both modes decay. If $S>1$, the determinant is negative and one mode grows. The static limit is therefore also the onset of regeneration. The storage times affect the growth rate but not the threshold.

The growth ends outside this model, when J2 loses its reverse bias and the device enters its conducting state.

## (f) Gate current for a shorted emitter

*Resistive shorts across J3 make the npn gain small at low current. Let $v$ be the voltage on J3, $\rho$ the short resistance times area, and*

$$J_e=J_s(e^{v/V_T}-1),\qquad J_K=J_e+\frac v\rho,\qquad C_2=TJ_e,$$

*with $V_T=kT_{\rm abs}/q$ and constant $T$. Take $\alpha_1$ independent of current. Find the critical gate current.*

**Solution.** With $g_e=dJ_e/dv=(J_e+J_s)/V_T$,

$$\tilde\alpha_2=T\frac{dJ_e/dv}{dJ_K/dv}=\frac{Tg_e}{g_e+1/\rho}.$$

The condition of (d) demands $\tilde\alpha_2=s$, where $s=(1-M_p\alpha_1)/M_n$. Solving $s(g_e+1/\rho)=Tg_e$ for $g_e$ gives

$$g_e=\frac{s}{\rho(T-s)},\qquad J_e+J_s=\frac{V_Ts}{\rho(T-s)},$$

which requires $0<s<T$. Then $v=V_T\ln[(J_e+J_s)/J_s]$ gives $J_K$, and the balance of (c) gives

$$J_A=\frac{M_nTJ_e+J_{\rm gen}}{1-M_p\alpha_1},\qquad J_G^*=J_K-J_A .$$

By (d), $dJ_G/dJ_A=(1-S)/(M_n\tilde\alpha_2)$. Since $\tilde\alpha_2$ rises steadily with $v$, $J_G^*$ is the largest gate current that still permits a steady blocking state.

## (g) A silicon device at 1000 V

*Evaluate the threshold for a silicon thyristor at 300 K. The parameters are rough typical values: n1 doping $N=10^{14}$ cm⁻³, n1 width $W_B=250$ µm, hole diffusion length $L_p=110$ µm, hole diffusivity $D_p=12$ cm²/s, $T=0.90$, $\rho=50$ Ω cm², $J_s=10^{-12}$ A/cm². Use $g=qn_i/\tau_g$ with $n_i=10^{10}$ cm⁻³ and $\tau_g=10$ µs.*

**Solution.** Put the depletion layer wholly in n1. Then $W=\sqrt{2\varepsilon V/(qN)}=113.7$ µm, and the field $qNx/\varepsilon$ peaks at p2. The neutral base has width $w=W_B-W=136.3$ µm.

Take J1 as a perfect hole injector. The excess hole density obeys $p''=p/L_p^2$ and vanishes at J2, so at distance $y$ from J1 it is proportional to $\sinh[(w-y)/L_p]$. The diffusion current is proportional to $\cosh[(w-y)/L_p]$. Its ratio between $y=w$ and $y=0$ is

$$\alpha_1=\frac1{\cosh(w/L_p)}=0.5345 .$$

For ionization use $a=A\,e^{-B/E}$, where $E$ is the field. The model inputs, whose last digits carry no physical weight, are $A=7.03\times10^5$ cm⁻¹, $B=1.23$ MV/cm for electrons and $A=1.58\times10^6$ cm⁻¹, $B=2.04$ MV/cm for holes. Such fits are normally quoted for fields above about 0.175 MV/cm. The peak field at 1000 V is only 0.176 MV/cm, so the multiplication here, and at lower voltages, rests almost wholly on extrapolation and is illustrative. Numerical integration of the formulas in (c) gives $M_p=1.021$ and $M_n=2.321$. The required npn gain is

$$s=\frac{1-1.021\times0.5345}{2.321}=0.196 .$$

Without avalanche it would be $1-0.5345=0.466$. Next, with $V_T=25.85$ mV,

$$J_e=\frac{25.85\ {\rm mV}\times0.1957}{50\ \Omega\,{\rm cm^2}\times(0.90-0.1957)}=0.144\ {\rm mA/cm^2},$$

where $J_s$ is negligible. This gives $v=0.486$ V and $J_K=0.144+9.71=9.86$ mA/cm². The anode current is 0.67 mA/cm², so $J_G^*=9.19$ mA/cm².

The dc gain at this point is $\alpha_2=0.90\times0.1437/9.855=0.013$, because most of the cathode current flows through the shorts. The multiplied dc sum is $0.546+0.030=0.58$, although the small-signal sum is one.

The charge equations can also be followed beyond small changes:

$$t_1\frac{dC_1}{dt}=J_A-\frac{C_1}{\alpha_1},\qquad
\frac{d}{dt}(t_2C_2+C_{J3}v)=J_A+J_G-J_e-\frac v\rho .$$

Here $t_1$ is approximated by the transit time without recombination, $w^2/(2D_p)=7.7$ µs. Further, $t_2=0.2$ µs, and the junction capacitance is $C_{J3}=0.1$ µF/cm². Numerical integration from zero charge at 1000 V shows the threshold. With a gate current 1% below $J_G^*$, the anode current settles at 0.35 mA/cm². With 1% above, it reaches 1 A/cm² after about 0.1 ms. That end point lies far beyond low injection, where constant $\alpha_1$ and $t_1$ no longer hold, and serves only as a marker of turn-on.

The same calculation at other voltages gives:

| $V$ (V) | $\alpha_1$ | $M_p$ | $M_n$ | $s$ | $J_G^*$ (mA/cm²) |
|---|---|---|---|---|---|
| 400 | 0.381 | 1.000 | 1.006 | 0.615 | 10.25 |
| 800 | 0.487 | 1.003 | 1.348 | 0.380 | 9.69 |
| 1200 | 0.580 | 1.147 | 6.714 | 0.050 | 8.38 |

The required gain falls by a factor of twelve, but the gate current by less than a fifth. Most of the gate current feeds the shorts, and $v$ depends on $J_e$ logarithmically. Without avalanche, $J_G^*$ at 1200 V would be 9.78 mA/cm².

## (h) Breakover and the reach of the model

*Find the voltage at which the device turns on without gate current, and judge the neglected effects.*

**Solution.** A numerical root search for $J_G^*(V)=0$ gives $V=1315$ V. There $\alpha_1=0.6054$, $M_p=1.650$ and $M_n=20.9$, so

$$M_p\alpha_1=0.99883,\qquad s=\frac{1-0.99883}{20.9}=5.6\times10^{-5}.$$

Breakover is thus very nearly the open-base breakdown of the pnp part. The shorts suppress $\tilde\alpha_2$ so strongly that, despite the large $M_n$, the npn part supplies only the last 0.1% of the gain sum when $\alpha_1$ is strictly constant. So small a remainder is easily supplied by the pnp itself. The ohmic field in the neutral n1 base makes $\alpha_1$ rise slightly with current. With a mobility ratio $\mu_n/\mu_p=3$ and constant lifetime, the voltage maximum then moves to about 1 mA/cm² and 1313 V, where the npn gain is negligible. The junction alone would break down at 1403 V. With ionization switched off, turn-on would wait until 4680 V, where $W=113.7\sqrt{4.68}\approx246$ µm and almost no neutral base remains.

**Sensitivity.** Raising both ionization fields $B$ by 5%, with all else fixed, moves breakover to about 1430 V. The model therefore deserves no more than two figures. A 10% longer $L_p$ gives about 1300 V.

At 398 K, scale $n_i$ as $T_{\rm abs}^{3/2}\exp[-1.20\ {\rm eV}/(2kT_{\rm abs})]$, $J_s$ as $n_i^2$, and adjust $V_T$. Breakover then falls to about 1150 V, and $J_G^*$ at 1000 V falls to 1.9 mA/cm². This estimate holds the ionization coefficients, lifetimes and mobilities at their 300 K values and omits diffusion leakage from n1, so it isolates the effect of the larger $n_i$ and does not fix even the sign of the breakover shift. Ionization weakens as the temperature rises. Multiplying both $A$ and $B$ by about 1.16, the usual temperature factor of such fits at 398 K, gives about 1370 V instead, above the 300 K value, and $J_G^*\approx2.7$ mA/cm².

**Injection level.** The hole density at J1, $J_AL_p\tanh(w/L_p)/(qD_p)$, is 3% of the doping at the 1000 V threshold but 24% at breakover, where $J_A=5.4$ mA/cm². Low injection is marginal there. The voltage, however, has already reached 1314 V at 1 mA/cm², so the breakover voltage is much less sensitive to this than the breakover current.

**Voltage ramps and load.** A ramp drives a displacement current $(\varepsilon/W)\,dV/dt$ through J2, which adds to $J_{\rm gen}$. In a quasi-steady estimate it replaces the gate when $(\varepsilon/W)\,dV/dt=(1-M_p\alpha_1)J_G^*$, or about 46 V/µs near 1000 V. At that rate $V$ changes by about 350 V within $t_1$, so the quasi-steady assumption is not met and the figure is only a rough scale. A series load $R$ imposes $dV=-R\,dJ_A$ and changes the static condition to $S=1+R\,\partial F/\partial V$. For 10 Ω cm² the shift at the 1000 V threshold is $1.4\times10^{-5}$.

**Tunnelling.** At the peak breakover field of 0.20 MV/cm, the two-band exponent $\pi m^{1/2}E_g^{3/2}/(2\sqrt2\,q\hbar E)$ is about 106 for a mass of 0.2 electron masses and $E_g=1.12$ eV. Band-to-band tunnelling is negligible.

**Real devices.** These parameters describe an illustrative silicon device of the kilovolt class. The model assumes uniform gate current, whereas in a real thyristor turn-on starts near the gate contact and then spreads. If the gate feeds only a tenth of the area, and that part exchanges no lateral current with the rest, this model's total gate current for turn-on is also a tenth of the uniform value. In a real device, lateral current to neighbouring shorts changes this estimate. Field crowding at the device edge can lower the blocking voltage further. In a semiconductor where holes ionize more strongly, as in 4H silicon carbide with the field along the c axis, the condition of (d) is unchanged but $M_p>M_n$, so avalanche favours the pnp gain.
